# Car–Parrinello Force Bias and the Mass of Dragged Orbitals

Q: The Car–Parrinello force is the Hellmann–Feynman expression evaluated on orbitals that oscillate about the ground state. I would expect the oscillations to average out and leave the Born–Oppenheimer force. Where could a systematic error come from?

A: From the inertia of the orbitals. In atomic units, with one orbital per electron and a complete basis that does not move with the ions, the Lagrangian is

$$L=\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle+\tfrac12\sum_I M_I\dot R_I^2-E[\psi,R]+\sum_{ij}\Lambda_{ji}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big).$$

The index $I$ runs over ionic Cartesian coordinates, $\Lambda$ is Hermitian, and $\mu$ is one constant with the dimension energy × time². I assume that $E$ is unchanged by unitary mixing of the occupied orbitals, so that $\delta E/\delta\psi_i^*=H\psi_i$ with one Hermitian, possibly self-consistent $H$, and that the minimum $\psi^0(R)$ is nondegenerate and gapped. Varying $\psi_i^*$ and $R_I$ gives

$$\mu\ddot\psi_i=-H\psi_i+\sum_j\psi_j\Lambda_{ji},\qquad M_I\ddot R_I=F^{CP}_I=-\partial_IE\big|_\psi .$$

If the orbitals stay near $\psi^0(R(t))$, then $\ddot\psi$ has a slow part set by the ionic motion. The right side must supply it, and that side vanishes at the minimum. The centre of the oscillation is therefore displaced from $\psi^0$ by an amount proportional to $\mu$.

Q: The energy is stationary at $\psi^0$. A displacement of order $\mu$ should cost only $\mu^2$.

A: In the energy, but not in the force, which is not a stationary functional. The reference force is

$$F^{BO}_I=-\frac{dE[\psi^0(R),R]}{dR_I}=-\partial_IE\big|_{\psi^0}-2\,\mathrm{Re}\sum_i\langle\partial_I\psi^0_i|H\psi^0_i\rangle .$$

At the minimum $H\psi_i^0=\sum_j\psi^0_j\Lambda^0_{ji}$, so the last term equals $-\sum_{ij}\Lambda^0_{ji}\,\partial_I\langle\psi^0_i|\psi^0_j\rangle=0$. Both forces are thus the same functional $-\partial_IE$ at different orbitals. Put $\psi=\psi^0+\delta\psi$. The derivative of $\partial_IE$ with respect to $\psi_i^*$ is $(\partial_IH)\psi_i$, with $\partial_IH$ taken at fixed orbitals, so

$$\Delta F_I=F^{CP}_I-F^{BO}_I=-2\,\mathrm{Re}\sum_i\langle\delta\psi_i|(\partial_IH)\psi^0_i\rangle+O(\delta\psi^2).$$

Q: But $\psi^0$ is fixed only up to a unitary mixing, so $\delta\psi$ is not yet defined.

A: Choose the mixing, at each time, so that $\langle\psi^0_i|\psi_j\rangle$ is Hermitian and positive, which the polar decomposition of this overlap matrix permits. Then $B_{ij}=\langle\psi_i^0|\delta\psi_j\rangle$ is Hermitian. Orthonormality of both sets gives $B+B^\dagger+\langle\delta\psi|\delta\psi\rangle=0$, hence $B_{ij}=-\tfrac12\langle\delta\psi_i|\delta\psi_j\rangle$. With $P(R)=\sum_i|\psi_i^0\rangle\langle\psi_i^0|$ and $Q=1-P$, the displacement lies in the empty space to first order: $\delta\psi=Q\,\delta\psi+O(\delta\psi^2)$.

Q: To find $\delta\psi$ you must invert the self-consistent response. That will not give a closed formula.

A: The response operator cancels. Define the residual $r_i=H\psi_i-\sum_j\psi_j\langle\psi_j|H|\psi_i\rangle$, which vanishes at $\psi^0$. A variation $\eta=Q\eta$ changes it, to first order, by

$$(K\eta)_i=Q\Big[H\eta_i-\sum_j\eta_j\Lambda^0_{ji}+\delta H[\eta]\,\psi^0_i\Big],$$

where $\delta H[\eta]$ is the self-consistent change of $H$. The variation of the matrix $\langle\psi_j|H|\psi_i\rangle$ multiplies $\psi^0_j$ and is removed by $Q$. The operator $K$ comes from the second variation of $E-\sum\Lambda^0_{ji}\langle\psi_i|\psi_j\rangle$, so it is symmetric in the real product $\mathrm{Re}\sum_i\langle a_i|b_i\rangle$, and it is positive at a nondegenerate minimum. Without $\delta H$ its eigenvalues are $\epsilon_a-\epsilon_i$, empty minus occupied.

It is used twice. First, $r[\psi^0(R),R]=0$ for every $R$. Differentiate along $R_I$. The occupied part of $\partial_I\psi^0$ is an infinitesimal unitary mixing, which mixes the residuals among themselves and leaves them zero. The rest gives

$$K\,Q\,\partial_I\psi^0+Q(\partial_IH)\psi^0=0 .$$

Second, project the orbital equation on the space orthogonal to the current orbitals. The $\Lambda$ term drops out and $-r[\psi,R]$ remains on the right. On the left I replace the projector on that space by $Q$. The constraint fixes the occupied part of the acceleration, $\langle\psi_j|\ddot\psi_i\rangle=-\langle\dot\psi_j|\dot\psi_i\rangle$ (its second time derivative, with the equality of $\langle\psi_j|\ddot\psi_i\rangle$ and $\langle\ddot\psi_j|\psi_i\rangle$ shown below), so the replacement costs terms of order $\mu\|\dot\psi\|^2\delta\psi$. I drop them, which requires $\mu\|\dot\psi\|^2$ to be small against the eigenvalues of $K$. Then

$$\mu\,Q\ddot\psi=-K\,\delta\psi+O(\delta\psi^2).$$

Insert the first relation, move $K$ across by symmetry, and insert the second:

$$\Delta F_I=+2\,\mathrm{Re}\sum_i\langle\delta\psi_i|(KQ\partial_I\psi^0)_i\rangle=2\,\mathrm{Re}\sum_i\langle(K\delta\psi)_i|Q\partial_I\psi_i^0\rangle=-2\mu\,\mathrm{Re}\sum_i\langle\ddot\psi_i|Q|\partial_I\psi^0_i\rangle .\tag{1}$$

Equation (1) is first order in $\delta\psi$ and holds for the fast oscillations as well as for the slow motion. It is independent of the mixing chosen at neighbouring $R$, because $\langle\partial_I\psi^0_j|\psi^0_i\rangle=-\langle\psi^0_j|\partial_I\psi^0_i\rangle$ gives

$$(\partial_IP)\psi_i^0=\partial_I\psi^0_i+\sum_j\psi^0_j\langle\partial_I\psi^0_j|\psi_i^0\rangle=Q\,\partial_I\psi^0_i .$$

Q: You still need $\ddot\psi$, and that depends on how the orbitals rotate among themselves. What fixes the rotation?

A: A conservation law. Let $J_{ij}=\langle\psi_i|\dot\psi_j\rangle-\langle\dot\psi_i|\psi_j\rangle$. In $\dot J$ the terms $\langle\dot\psi_i|\dot\psi_j\rangle$ cancel. The equation of motion gives $\mu\langle\psi_i|\ddot\psi_j\rangle=\Lambda_{ij}-H_{ij}$ and $\mu\langle\ddot\psi_i|\psi_j\rangle=(\Lambda_{ji}-H_{ji})^*=\Lambda_{ij}-H_{ij}$. They are equal, so $\dot J=0$. The first time derivative of the constraint reads $\langle\dot\psi_i|\psi_j\rangle=-\langle\psi_i|\dot\psi_j\rangle$, so $J_{ij}=2\langle\psi_i|\dot\psi_j\rangle$. A run that starts with $J=0$, for instance with orbitals at rest, keeps $\dot\psi$ orthogonal to the occupied space. This is parallel transport.

Now take the projector on the current orbitals, $P_t=\sum_i|\psi_i\rangle\langle\psi_i|$, with $\ddot P_t=\sum_i\big(|\ddot\psi_i\rangle\langle\psi_i|+2|\dot\psi_i\rangle\langle\dot\psi_i|+|\psi_i\rangle\langle\ddot\psi_i|\big)$. Then

$$\mathrm{Tr}(\partial_IP\,\ddot P_t)=2\,\mathrm{Re}\sum_i\langle\ddot\psi_i|\partial_IP|\psi_i\rangle+2\sum_i\langle\dot\psi_i|\partial_IP|\dot\psi_i\rangle .$$

To leading order the first term is $-\Delta F_I/\mu$ by (1). Differentiating $P^2=P$ gives $\partial P\,P+P\,\partial P=\partial P$; multiplying by $Q$ on both sides gives $Q\,\partial P\,Q=0$, and by $P$ on both sides $P\,\partial P\,P=0$. With $\dot\psi=Q\dot\psi$ the second term vanishes at this order. For $J\neq0$ it keeps cross terms between $P\dot\psi_i=\tfrac12\sum_j\psi_jJ_{ji}$ and $Q\dot\psi_i$, which give a force linear in the ionic velocity and leave the coefficient of $\ddot R$ unchanged. I take $J=0$.

Q: And the result in terms of the ionic motion?

A: On the slow solution $P_t=P(R(t))+O(\mu)$, and the correction varies on the ionic time scale, so its time derivatives are also $O(\mu)$. The chain rule gives $\ddot P=\partial_JP\,\ddot R_J+\partial_J\partial_KP\,\dot R_J\dot R_K$, with repeated indices summed, and

$$\Delta F_I=-\mu\big[G_{IJ}\ddot R_J+\Gamma_{I,JK}\dot R_J\dot R_K\big]+O(\mu^2),\tag{2}$$

$$G_{IJ}=\mathrm{Tr}(\partial_IP\,\partial_JP),\qquad \Gamma_{I,JK}=\mathrm{Tr}(\partial_IP\,\partial_J\partial_KP).$$

Since $\partial_IP$ has only off-diagonal blocks, $\partial_IP=\sum_i|Q\partial_I\psi_i^0\rangle\langle\psi_i^0|+\text{h.c.}$; in the trace of the product the two mixed terms survive and are complex conjugates, so $G_{IJ}=2\,\mathrm{Re}\sum_i\langle\partial_I\psi_i^0|Q|\partial_J\psi^0_i\rangle$, a positive semidefinite matrix. With subscripts for derivatives, $\partial_JG_{IK}=\mathrm{Tr}(P_{IJ}P_K)+\mathrm{Tr}(P_IP_{JK})$, $\partial_KG_{IJ}=\mathrm{Tr}(P_{IK}P_J)+\mathrm{Tr}(P_IP_{JK})$ and $\partial_IG_{JK}=\mathrm{Tr}(P_{IJ}P_K)+\mathrm{Tr}(P_JP_{IK})$. The first two minus the third leave $2\,\mathrm{Tr}(P_IP_{JK})$:

$$\Gamma_{I,JK}=\tfrac12(\partial_JG_{IK}+\partial_KG_{IJ}-\partial_IG_{JK}).$$

The Euler–Lagrange expression of $\tfrac12\mu G_{JK}\dot R_J\dot R_K$ is $\mu[G_{IJ}\ddot R_J+\partial_KG_{IJ}\dot R_J\dot R_K-\tfrac12\partial_IG_{JK}\dot R_J\dot R_K]$, which is $\mu$ times the bracket in (2). To first order in $\mu$ the ions move on the true Born–Oppenheimer surface with the mass matrix $M+\mu G(R)$. Equilibrium geometries, where $\dot R=\ddot R=0$, carry no bias.

Q: An $O(\mu^2)$ symbol needs a small parameter.

A: Take one eigenvector of $K$, with eigenvalue $\kappa$. Let $x_0(t)$ be the amplitude of the moving minimum along it and $\delta$ the lag, so that $\mu(\ddot x_0+\ddot\delta)=-\kappa\delta$. The free frequency is $\omega=\sqrt{\kappa/\mu}$. For $x_0\propto\cos\Omega t$ the driven solution obeys $(\kappa-\mu\Omega^2)\delta=\mu\Omega^2x_0$. With $\varepsilon=\mu\Omega^2/\kappa=\Omega^2/\omega^2$ this is $x_0+\delta=x_0/(1-\varepsilon)$. Equation (2) keeps the 1; the next term raises the orbital inertia of this mode by the relative amount $\varepsilon$. The expansion fails when $\kappa$ approaches $\mu\Omega^2$, as in a metal or near a level crossing.

Q: You have dropped the free oscillations. Are they harmless?

A: That depends on the start. Suppose an ion moves at constant velocity $v$ and the orbitals start at the minimum with $\dot\psi=0$. Let $a_k$ be the component of $Q\partial_R\psi^0$ along mode $k$. Then $\delta_k(0)=0$, $\dot\delta_k(0)=-va_k$, and $\delta_k=-(va_k/\omega_k)\sin\omega_kt$. The middle form of (1) gives $\Delta F=2\sum_k\kappa_k\delta_ka_k=-2v\sum_ka_k^2\sqrt{\kappa_k\mu}\,\sin\omega_kt$. This averages to zero but scales as $\sqrt\mu$. Moreover $\delta_k^2\propto\mu v^2/\kappa_k$ has a nonzero average, so the neglected second-order term can be of the same order as the $\Gamma$ term; this is an order estimate, and I have not computed the coefficient. If instead the ions start at rest, or $\dot\psi=Q\,\partial_J\psi^0\dot R_J$ initially, the start misses the slow solution by $O(\mu)$, the free oscillation has that amplitude, and its averaged second-order effect is $O(\mu^2)$. Equation (2) is the non-oscillating bias for such starts, as long as the orbitals do not heat up. By the middle form of (1), a free oscillation of amplitude $O(\mu)$ also gives an oscillating force of order $\mu$. At a given instant this can be comparable to the bias, so (2) then describes the force averaged over the fast oscillations.

Q: Has (2) been compared with real Car–Parrinello dynamics, including the self-consistent part of $K$?

A: Yes, in a one-dimensional model; the numerical output is printed after this text. Spinless real orbitals on a periodic grid of 64 points over 10 Å feel Gaussian wells and a contact repulsion $\tfrac g2\int\rho^2dx$ with $g=4$ eV Å. The integration uses $\Lambda_{ij}=H_{ij}-\mu\langle\dot\psi_i|\dot\psi_j\rangle$, which follows from the second time derivative of the constraint, $2(\Lambda_{ij}-H_{ij})/\mu+2\langle\dot\psi_i|\dot\psi_j\rangle=0$.

In the lines marked A, two wells (100 and 80 eV deep, 0.6 and 0.4 Å wide) hold three orbitals and are moved along $R_0+A\sin^6(\Omega t/2)$ with period 50 fs and $\mu=1.6$ eV fs². The measured side is the force on the propagated orbitals minus the force on converged ones; $G$ and $\Gamma$ come from finite differences of $P$. At 15 fs the measured bias is $(-0.02695,\,0.02855)$ eV/Å and (2) gives $(-0.02680,\,0.02842)$ eV/Å, of which $\Gamma$ supplies $(-0.00219,\,0.00064)$. The largest deviation over seven times, relative to the largest predicted bias, is $2.86\times10^{-3}$ at $\mu$ and $1.43\times10^{-3}$ at $\mu/2$. The ratio 1.99 shows that the remainder is quadratic in $\mu$. Its size is of the order of $\mu\Omega^2/\text{gap}=1.24\times10^{-3}$, an estimate that uses the orbital gap of 20.3 eV for $\kappa$ and ignores the harmonics of the path. Extrapolated to $\mu\to0$ the deviation is $1.4\times10^{-5}$, against $3.6\times10^{-2}$ when $\Gamma$ is omitted. The off-diagonal $G_{12}=-1.00$ Å⁻², beside 7.75 and 5.78 on the diagonal, shows that this system is not a pair of rigid ions.

The Born–Oppenheimer forces, $\pm8.126$ eV/Å, cancel by translation invariance, while the biases do not. The same invariance gives $\sum_I\partial_IG_{JK}=0$, so summing the Euler–Lagrange form gives $\sum_I\Delta F_I=-\mu\frac{d}{dt}\sum_IG_{IJ}\dot R_J$: the orbitals carry momentum.

The lines marked C treat one well with two orbitals at $v=0.02$ Å/fs. With $\dot\psi=0$ at the start the rms force is 0.577 eV/Å at $\mu$ and 1.152 eV/Å at $4\mu$, a ratio of 1.996 against the predicted 2. The parallel-transport start leaves $5\times10^{-4}$ eV/Å. Equation (1) follows the oscillating force to $3\times10^{-4}$ of its maximum.

Q: Now the rigid ion. If $\psi_i=\phi_i(\mathbf r-\mathbf R)$, then $\dot\psi_i=-\dot{\mathbf R}\cdot\nabla\phi_i$, the fictitious kinetic energy of a spherical ion is $\mu\dot R^2\sum_i\langle\nabla\phi_i|\nabla\phi_i\rangle/3$, and $\Delta M=4\mu T/3$ with $T=\tfrac12\sum_i\langle\nabla\phi_i|\nabla\phi_i\rangle$ the quantum kinetic energy. Do you get the same?

A: Under a condition. Your motion has $J_{ij}=2\langle\psi_i|\dot\psi_j\rangle=-2\dot{\mathbf R}\cdot\mathbf D_{ij}$ with constant $\mathbf D_{ij}=\langle\phi_i|\nabla\phi_j\rangle$. When the ion accelerates in a direction $\mathbf a$ with $\mathbf a\cdot\mathbf D\ne0$, this $J$ changes, which the equations of motion forbid. What can be rigid is the occupied space. Let the ground-state space be spanned by $\phi_i(\mathbf r-\mathbf R)$; for a free atom translation invariance guarantees this, and for an ion in matter it is an approximation. Then $\partial_{R_a}\psi_i^0=-\nabla_a\phi_i$, and with $Q=1-\sum_j|\phi_j\rangle\langle\phi_j|$

$$G_{ab}=2\,\mathrm{Re}\sum_i\Big[\langle\nabla_a\phi_i|\nabla_b\phi_i\rangle-\sum_j\langle\nabla_a\phi_i|\phi_j\rangle\langle\phi_j|\nabla_b\phi_i\rangle\Big].$$

These integrals do not depend on $\mathbf R$, so $\Gamma=0$ and $\Delta\mathbf F=-\mu G\ddot{\mathbf R}$. For several ions whose clouds do not overlap, the blocks of $G$ between ions vanish. For closed shells $P$ is rotation invariant, so $G$ commutes with rotations and $G_{ab}=\delta_{ab}\,\mathrm{tr}\,G/3$. The trace of the first term is $2\cdot2T$. With $T_{\rm occ}=\tfrac12\sum_{ij}|\mathbf D_{ij}|^2$ the trace of the second is $2\cdot2T_{\rm occ}$, and

$$\Delta M=\mu G=\frac{4\mu}{3}\,(T-T_{\rm occ}),\tag{3}$$

with a factor $m_e/\hbar^2$ on the right outside atomic units and $4\mu/d$ in $d$ dimensions. Since $T_{\rm occ}\ge0$, your value is an upper bound on this leading-order mass. It is reached when $\mathbf D=0$, which parity ensures if the occupied orbitals of each spin share one parity, as for $s$ shells alone. If the Lagrangian has $\mu'\langle\dot\psi|\dot\psi\rangle$ per doubly occupied spatial orbital, then $\mu'=2\mu$ and the prefactor is $2\mu'/3$.

The ionic equation $M\ddot R=F^{BO}-\Delta M\ddot R$ gives $\ddot R=F^{BO}/(M+\Delta M)$, hence

$$\frac{\Delta F}{F^{BO}}=-\frac{\Delta M}{M+\Delta M},\qquad\frac{\Omega^{CP}}{\Omega^{BO}}=\sqrt{\frac{M}{M+\Delta M}},$$

and the fictitious kinetic energy is $\mu\sum_i\|Q\dot\psi_i\|^2=\tfrac12\Delta M\dot R^2$. The expansion is in $\varepsilon$, so $\Delta M/M$ need not be small. In this limit an ion run with the mass $M-\Delta M$ follows the Born–Oppenheimer trajectory of mass $M$ to order $\mu$, although the force $F^{CP}$ itself keeps its bias.

Q: Is $T_{\rm occ}$ a small correction that one could forget?

A: A solvable case says otherwise. Fill the lowest $n$ levels of a one-dimensional oscillator of frequency $\omega_0$, with $\nabla=\sqrt{\omega_0/2}\,(a-a^\dagger)$. This operator changes the level by one, so $Q\nabla$ is nonzero for the top level alone, $n-1\to n$, with squared norm $n\omega_0/2$, and $G=n\omega_0$. The virial theorem gives $T=\tfrac12\sum_{k<n}(k+\tfrac12)\omega_0=n^2\omega_0/4$, so $4T=n^2\omega_0$. The true mass is the fraction $1/n$ of the bound.

The lines marked B measure it dynamically. An ion of 1 u with the 100 eV well is released from rest at 0.15 Å in a trap of $k=3$ eV/Å², and ion and orbitals move together. The mass follows from the period as $k(\tau/2\pi)^2$, so $M+\Delta M=M(\tau/\tau_0)^2$ with the bare period $\tau_0=36.931$ fs. For one orbital $(38.254/36.931)^2=1.0729$; the printed $\Delta M=0.07293$ u compares with $4\mu T=0.07285$ u. For two orbitals $(38.925/36.931)^2=1.1109$, and $\Delta M=0.11092$ u compares with 0.11076 u from (3) and 0.25600 u from $4\mu T$. The fraction $1-17.922/31.590=0.433$ lies near the oscillator value $1/2$; the well is anharmonic and the electrons interact. Along the trajectory $|J|$ stays at $10^{-10}$ fs⁻¹ or below, whereas orbitals dragged one by one would reach 0.074 fs⁻¹.

Q: Both measured masses exceed the formula, and those from the fictitious kinetic energy exceed it more. Is that noise?

A: The one-mode equation predicts the pattern. The mass from the period is raised by $\varepsilon$. The kinetic energy contains the square of the slow amplitude $x_0(1+\varepsilon)$, a relative gain of $2\varepsilon$. The start at $\delta=0$ adds a free oscillation of amplitude $\varepsilon x_0$, whose squared velocity amplitude is $\omega^2\varepsilon^2x_0^2=\varepsilon\,\Omega^2x_0^2$, a further $\varepsilon$; the cross term averages out. To leading order, and neglecting the recoil of the ion, the excesses stand as 3 to 1 mode by mode. The printed excesses are $0.07309-0.07285=0.00024$ against $0.00008$ u, and $0.11125-0.11076=0.00049$ against $0.00016$ u. The tests themselves require agreement with (3) within 0.5% for the period and 1% for the kinetic energy; the 3 to 1 ratio is a reading of the output.

Q: What does (3) give for real atoms?

A: Take free Mg ($3s^2$) and Ne ($2s^22p^6$) in restricted Hartree–Fock with BFD pseudopotentials and the BFD-VTZ basis, and $\mu=3.2$ eV fs², which is 201 atomic units. The Gaussian basis serves to represent the orbitals; the bias refers to dynamics in a fixed complete basis. The metric is checked by a separate route. For $n$ orbitals $\mathrm{Tr}[(P(d)-P(0))^2]=2n-2\sum_{ij}|\langle\phi_i|\phi_j^{(d)}\rangle|^2=Gd^2+O(d^4)$, which needs overlaps of displaced orbitals and no gradient integrals. It agrees with $\tfrac43(T-T_{\rm occ})$ within a relative $10^{-4}$ in three directions. This tests the geometric step; the dynamics were tested in the model.

For Ne, $T-T_{\rm occ}=754.83-108.35=646.48$ eV, and $\tfrac43$ of this is 861.97 eV. It corresponds to $G=113.12$ Å⁻², the ratio 7.620 eV Å² being $\hbar^2/m_e$. The bare trap fixes the mass unit: 1 u $=3\,(36.931/2\pi)^2=103.64$ eV fs²/Å². Then

$$\Delta M=\frac{3.2\times113.12}{103.64}\ \text{u}=3.49\ \text{u},$$

or about 6370 electron masses, 17% of $M=20.18$ u. A Born–Oppenheimer force of 1 eV/Å is biased by $-3.4926/23.673=-0.148$ eV/Å, and a frequency is scaled by $\sqrt{20.18/23.67}=0.923$. The bound $4\mu T/3=4.08$ u would give $-0.168$ eV/Å and 0.912. The $2s$–$2p$ elements remove 14% of $T$.

For Mg, parity makes $T_{\rm occ}=0$ and the proportionality to $T=6.75$ eV holds. With $G=1.181$ Å⁻², $\Delta M=3.2\times1.181/103.64=0.036$ u, or 0.15% of 24.305 u, with a bias of $-0.0015$ eV/Å and a frequency ratio of 0.9993. The two masses differ by a factor near 96, of which the electron count gives 4; the rest is the larger $T-T_{\rm occ}$ per electron in Ne, 81 eV against 3.4 eV. The Mg figures are not converged in this basis to the digits shown: in the larger BFD-VQZ and BFD-V5Z sets $T$ falls to 6.66 eV and $G$ to 1.165 Å⁻², a shift of 1.4%, so the factor becomes 97 and $T$ per electron 3.3 eV, while $\Delta M$ stays 0.036 u. The Ne values of $T$ and $T_{\rm occ}$ move by less than 0.01 eV.

Q: How far can those figures be carried over to a simulation?

A: They belong to this level of theory, which omits correlation, core orbitals and neighbours. $T$ is the kinetic energy of the pseudo-orbitals being propagated, so $\Delta M$ changes with the pseudopotential and is not a property of the element. With neighbours the occupied space deforms, $G$ gains a dependence on $R$ and blocks between ions, as in the two-well run, and one number per ion no longer describes the bias; (2) then applies. With unequal occupations $E$ loses its unitary invariance, and the proof that $J$ is conserved fails. With mass preconditioning the kinetic term becomes $\langle\dot\psi|\hat\mu|\dot\psi\rangle$, with $\hat\mu$ depending on the wave vector $\mathbf k$. Even the first term of the rigid metric then weights each plane-wave component by $\mu(k)k^2$ in place of $\mu k^2$, and the added mass is no longer set by $T$.

## Numbers as computed

```
grid 64 points, box 10.0 A, g = 4.0 eV A
well depths 100, 80 eV; widths 0.6, 0.4 A
model mu = 1.60 eV fs^2 = 100.5 a.u.
A start -1.00, 1.10 A; amplitudes 0.15, -0.25 A; period 50 fs
A smallest gap 20.30 eV; mu W^2/gap = 1.24e-03
A t = 15.0 fs: G11, G12, G22 = 7.7511, -1.0003, 5.7798 A^-2
A F_BO: 8.12552, -8.12552 eV/A
A bias measured: -0.02695, 0.02855 eV/A
A bias formula: -0.02680, 0.02842 eV/A
A inertial part: -0.02461, 0.02778 eV/A
A Gamma part: -0.00219, 0.00064 eV/A
A rel. error at mu, mu/2: 2.86e-03, 1.43e-03; ratio 1.99
A rel. error mu->0: 1.4e-05; without Gamma 3.6e-02
B M = 1.0 u, trap 3.0 eV/A^2, start 0.15 A
B n=1: T = 8.989 eV, T_occ = 0.000 eV, period 38.254 fs
B n=1: dM period 0.07293, fict. KE 0.07309, formula 0.07285, 4 mu T 0.07285 u
B n=2: T = 31.590 eV, T_occ = 17.922 eV, period 38.925 fs
B n=2: dM period 0.11092, fict. KE 0.11125, formula 0.11076, 4 mu T 0.25600 u
B max|J| = 7.6e-11 1/fs; orbitals dragged one by one: 7.44e-02 1/fs
B bare period 36.931 fs
C v = 0.02 A/fs; rms force at mu, 4mu: 0.5771, 1.1518 eV/A; ratio 1.996
C parallel-transport start: rms 5.0e-04 eV/A
C acceleration-overlap formula, rel. error 3.0e-04
D mu = 3.2 eV fs^2 = 201.0 a.u.; F_BO = 1.0 eV/A; RHF/BFD-VTZ
Mg: 2 electrons, M = 24.305 u
Mg: T = 6.747 eV, T_occ = 0.000 eV, T_occ/T = 0.0000
Mg: G formula 1.1806, displaced overlap 1.1806 A^-2
Mg: dM = 0.0365 u = 66 m_e, dM/M = 0.0015; 4 mu T/3 = 0.0365 u
Mg: bias -0.0015 eV/A (T only: -0.0015 eV/A)
Mg: frequency ratio 0.9993 (T only: 0.9993)
Ne: 8 electrons, M = 20.180 u
Ne: T = 754.830 eV, T_occ = 108.354 eV, T_occ/T = 0.1435
Ne: G formula 113.1196, displaced overlap 113.1196 A^-2
Ne: dM = 3.4926 u = 6367 m_e, dM/M = 0.1731; 4 mu T/3 = 4.0780 u
Ne: bias -0.1475 eV/A (T only: -0.1681 eV/A)
Ne: frequency ratio 0.9233 (T only: 0.9121)
```
